**Zero-expansion cone of orthorhombic NiSi**

For a free crystal with principal coefficients α_a = 42, α_b = −43 and α_c = 34 ppm/K, the program examines the cone tan²θ = −α_b/(α_a cos²φ + α_c sin²φ). Here θ is the angle from the b axis and φ is the azimuth from a towards c. The program asserts that roots found from directly computed line lengths agree with this formula, and that each sampled azimuth has one root per nappe. It also asserts the contracting fraction, the tilt rates, the expansion of selected lattice directions and a plane normal, and the shifts for a finite temperature rise. A separate solution of the stress equations checks the formula for an isotropic elastic grain clamped to silicon. After rounding, the output gives cone angles of 45.3° in the ab plane and 48.4° in the bc plane, with 31.6% of all directions contracting on heating. For a rise of 425 K, the angle in the ab plane shifts by −0.26° for unchanged line length and by +0.78° for unchanged plane spacing. With rough values for silicon expansion and the Poisson ratio, clamping moves the angles of zero thickness change to about 31° and 32°.

## Numerical check

```python
"""
Zero thermal expansion directions of orthorhombic NiSi.
Result under test: a free crystal with principal coefficients
(alpha_a, alpha_b, alpha_c) = (42, -43, 34) ppm/K has zero linear expansion
on the elliptic double cone
    tan(theta)^2 = -alpha_b / (alpha_a cos(phi)^2 + alpha_c sin(phi)^2),
theta = angle from the b axis, phi = azimuth from a towards c.
Lengths of deformed lines, cells and clamped grains are computed directly
and compared with the derived formulas.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import null_space
from scipy.optimize import brentq

PPM = 1e-6
alpha = np.array([42.0, -43.0, 34.0]) * PPM
alpha_si = 2.6 * PPM                    # rough typical value
poisson = 0.3                           # rough typical value
cell = np.array([0.52, 0.33, 0.56])     # nm, rough typical values
t_low, t_high = 25.0, 450.0             # degrees Celsius
delta_t = t_high - t_low
half_pi = np.pi / 2


def direction(theta, phi):
    return np.array([np.sin(theta) * np.cos(phi), np.cos(theta),
                     np.sin(theta) * np.sin(phi)])


def stretch(n, dt, coeff=alpha):
    """Length ratio of a material line after a temperature change dt."""
    return np.linalg.norm((1 + coeff * dt) * n) / np.linalg.norm(n)


def measured_rate(n, coeff=alpha):
    """Linear expansion coefficient from lengths at +1 K and -1 K."""
    return (stretch(n, 1.0, coeff) - stretch(n, -1.0, coeff)) / 2


def cone_angle(phi, target=0.0, coeff=alpha):
    """Derived angle from b of directions with expansion 'target'."""
    equator = coeff[0] * np.cos(phi)**2 + coeff[2] * np.sin(phi)**2
    return np.arctan(np.sqrt((target - coeff[1]) / (equator - target)))


def measured_angle(phi, target=0.0, coeff=alpha):
    return brentq(lambda th: measured_rate(direction(th, phi), coeff)
                  - target, 0.0, half_pi, xtol=1e-13)


# Cone angle, number of roots, and matching to silicon
theta_grid = np.linspace(0, np.pi, 722)
for phi in np.linspace(0, 2 * np.pi, 13):
    assert abs(measured_angle(phi) - cone_angle(phi)) < 1e-7
    assert abs(measured_angle(phi, alpha_si)
               - cone_angle(phi, alpha_si)) < 1e-7
    rates = np.array([measured_rate(direction(th, phi))
                      for th in theta_grid])
    assert np.count_nonzero(np.diff(np.sign(rates))) == 2
    assert rates[0] < 0 and rates[len(rates) // 2] > 0
    assert np.all(np.diff(rates[:361]) > 0)
theta_ab, theta_bc = cone_angle(0.0), cone_angle(half_pi)
all_angles = [measured_angle(p) for p in np.linspace(0, half_pi, 31)]
assert np.all(np.diff(all_angles) > 0)

# Whole sphere: contracting fraction, mean, and need for mixed signs
count = 200000
index = np.arange(count)
height = 1 - (2 * index + 1) / count
azimuth = index * np.pi * (3 - np.sqrt(5))
radius = np.sqrt(1 - height**2)
sphere = np.column_stack([radius * np.cos(azimuth), height,
                          radius * np.sin(azimuth)])


def sphere_rates(coeff):
    hot = np.linalg.norm(sphere * (1 + coeff), axis=1)
    cold = np.linalg.norm(sphere * (1 - coeff), axis=1)
    return (hot - cold) / 2


sampled = sphere_rates(alpha)
fraction = 1 - quad(lambda p: np.cos(cone_angle(p)),
                    0, 2 * np.pi)[0] / (2 * np.pi)
mean_rate = alpha.sum() / 3
assert abs(np.mean(sampled < 0) - fraction) < 1e-3
assert abs(np.mean(sampled) - mean_rate) < 1e-3 * PPM
assert np.min(sphere_rates(np.abs(alpha))) > 0

# Tilt of lines whose length is stationary
tilts = []
for phi, partner in [(0.0, alpha[0]), (half_pi, alpha[2])]:
    n = direction(cone_angle(phi), phi)
    moved = (1 + alpha) * n
    turn = np.arctan2(np.linalg.norm(np.cross(n, moved)), n @ moved)
    formula = np.sqrt(-partner * alpha[1])
    assert abs(turn / formula - 1) < 1e-3
    tilts.append(formula)
n_ab = direction(theta_ab, 0.0)
moved = (1 + alpha * delta_t) * n_ab
full_tilt = np.arctan2(np.linalg.norm(np.cross(n_ab, moved)),
                       n_ab @ moved)

# Change of expansion coefficient per unit angle across the cone
slope = (alpha[0] - alpha[1]) * np.sin(2 * theta_ab)
step = 1e-3
slope_measured = (measured_rate(direction(theta_ab + step, 0))
                  - measured_rate(direction(theta_ab - step, 0))) / (2*step)
assert abs(slope_measured / slope - 1) < 1e-4


# Lattice directions and plane normals from deformed cell edges
def line_length(indices, edges):
    return np.linalg.norm(indices * edges)


def plane_spacing(indices, edges):
    return 1 / np.linalg.norm(indices / edges)


def cell_rate(size, indices):
    hot, cold = cell * (1 + alpha), cell * (1 - alpha)
    return (size(indices, hot) - size(indices, cold)) / (
        2 * size(indices, cell))


index_results = []
for name, indices, size in [
        ("direction [110]", (1, 1, 0), line_length),
        ("direction [230]", (2, 3, 0), line_length),
        ("direction [011]", (0, 1, 1), line_length),
        ("normal of plane (110)", (1, 1, 0), plane_spacing)]:
    indices = np.array(indices, dtype=float)
    vector = indices * cell if size is line_length else indices / cell
    n = vector / np.linalg.norm(vector)
    value = np.sum(alpha * n**2)
    assert abs(cell_rate(size, indices) - value) < 1e-3 * PPM
    index_results.append((name, np.degrees(np.arccos(n[1])), value / PPM))

# Finite temperature change: unchanged line length and plane spacing
line_root = brentq(lambda th: stretch(direction(th, 0), delta_t) - 1,
                   0, half_pi)
plane_root = brentq(lambda th: 1 / np.linalg.norm(
    direction(th, 0) / (1 + alpha * delta_t)) - 1, 0, half_pi)
line_shift = -np.sin(2*theta_ab) * (alpha[0] - alpha[1]) * delta_t / 8
plane_shift = -3 * line_shift
assert abs((line_root - theta_ab) / line_shift - 1) < 0.03
assert abs((plane_root - theta_ab) / plane_shift - 1) < 0.03

# Uncertain or temperature-dependent coefficients
changed = alpha * np.array([1.0, 1.1, 1.0])
changed_ab = measured_angle(0.0, coeff=changed)
changed_bc = measured_angle(half_pi, coeff=changed)
assert abs(changed_ab - cone_angle(0.0, coeff=changed)) < 1e-7
assert abs(measured_angle(0.7, coeff=1.2 * alpha)
           - measured_angle(0.7)) < 1e-7


# Elastic grain clamped in plane to silicon, top surface free
def clamped_rate(n):
    """Thickness expansion from the full stress tensor of the grain."""
    frame = np.column_stack([null_space(n[None, :]), n])
    free_strain = frame.T @ np.diag(alpha) @ frame
    lame = poisson / ((1 + poisson) * (1 - 2 * poisson))
    shear = 1 / (2 * (1 + poisson))

    def traction(x):
        total = np.diag([alpha_si, alpha_si, x[2]])
        total[0, 2] = total[2, 0] = x[0]
        total[1, 2] = total[2, 1] = x[1]
        elastic = total - free_strain
        stress = lame * np.trace(elastic) * np.eye(3) + 2*shear*elastic
        return stress[:, 2]

    offset = traction(np.zeros(3))
    matrix = np.column_stack([traction(e) - offset for e in np.eye(3)])
    return np.linalg.solve(matrix, -offset)[2]


ratio = poisson / (1 - poisson)
for n in sphere[::25013]:
    along = np.sum(alpha * n**2)
    formula = along + ratio * (alpha.sum() - along - 2 * alpha_si)
    assert abs(clamped_rate(n) - formula) < 1e-6 * PPM
clamp_target = -poisson * (alpha.sum() - 2*alpha_si) / (1 - 2*poisson)
clamped_angles = []
for phi in (0.0, half_pi):
    root = brentq(lambda th: clamped_rate(direction(th, phi)), 0, half_pi)
    assert abs(root - cone_angle(phi, clamp_target)) < 1e-7
    clamped_angles.append(root)
mismatch = (alpha - alpha_si) * delta_t


def show(label, value, unit, digits=2):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


for axis, value, edge in zip("abc", alpha, cell):
    show(f"Input expansion along {axis}", value / PPM, "ppm/K", 1)
    show(f"Rough cell edge {axis}", edge, "nm")
show("Rough silicon expansion", alpha_si / PPM, "ppm/K", 1)
show("Rough Poisson ratio", poisson, "", 1)
show("Lower temperature", t_low, "deg C", 0)
show("Upper temperature", t_high, "deg C", 0)
show("Temperature rise", delta_t, "K", 0)
show("Cone angle from b in ab plane", np.degrees(theta_ab), "deg")
show("Cone angle from b at azimuth 45 deg",
     np.degrees(cone_angle(np.pi / 4)), "deg")
show("Cone angle from b in bc plane", np.degrees(theta_bc), "deg")
show("Ellipse semi-axis along a at unit height", np.tan(theta_ab), "", 4)
show("Ellipse semi-axis along c at unit height", np.tan(theta_bc), "", 4)
show("Fraction of directions that contract", 100 * fraction, "%")
show("Mean expansion over directions", mean_rate / PPM, "ppm/K")
show("Tilt rate on cone, ab plane", tilts[0] / PPM, "microrad/K")
show("Tilt rate on cone, bc plane", tilts[1] / PPM, "microrad/K")
show("Tilt over full rise, ab plane", np.degrees(full_tilt), "deg")
show("Expansion change per degree off cone, ab plane",
     slope * np.pi / 180 / PPM, "ppm/K per deg")
show("Silicon-matched angle, ab plane",
     np.degrees(cone_angle(0, alpha_si)), "deg")
show("Silicon-matched angle, bc plane",
     np.degrees(cone_angle(half_pi, alpha_si)), "deg")
for name, angle, value in index_results:
    print(f"{name}: {angle:.2f} deg from b, {value:.2f} ppm/K")
show("Finite-rise shift, line length, ab plane",
     np.degrees(line_root - theta_ab), "deg", 3)
show("Finite-rise shift, plane spacing, ab plane",
     np.degrees(plane_root - theta_ab), "deg", 3)
show("Angle shift for 10% larger |alpha_b|, ab plane",
     np.degrees(changed_ab - theta_ab), "deg")
show("Angle shift for 10% larger |alpha_b|, bc plane",
     np.degrees(changed_bc - theta_bc), "deg")
for axis, value in zip("abc", mismatch):
    show(f"Free mismatch strain to silicon along {axis}", 100*value, "%")
show("Free expansion needed for zero clamped thickness change",
     clamp_target / PPM, "ppm/K")
show("Clamped zero-thickness-change angle, ab plane",
     np.degrees(clamped_angles[0]), "deg")
show("Clamped zero-thickness-change angle, bc plane",
     np.degrees(clamped_angles[1]), "deg")
print("checks complete")
```

Printed output:

```
Input expansion along a: 42.0 ppm/K
Rough cell edge a: 0.52 nm
Input expansion along b: -43.0 ppm/K
Rough cell edge b: 0.33 nm
Input expansion along c: 34.0 ppm/K
Rough cell edge c: 0.56 nm
Rough silicon expansion: 2.6 ppm/K
Rough Poisson ratio: 0.3
Lower temperature: 25 deg C
Upper temperature: 450 deg C
Temperature rise: 425 K
Cone angle from b in ab plane: 45.34 deg
Cone angle from b at azimuth 45 deg: 46.77 deg
Cone angle from b in bc plane: 48.36 deg
Ellipse semi-axis along a at unit height: 1.0118
Ellipse semi-axis along c at unit height: 1.1246
Fraction of directions that contract: 31.57 %
Mean expansion over directions: 11.00 ppm/K
Tilt rate on cone, ab plane: 42.50 microrad/K
Tilt rate on cone, bc plane: 38.24 microrad/K
Tilt over full rise, ab plane: 1.03 deg
Expansion change per degree off cone, ab plane: 1.48 ppm/K per deg
Silicon-matched angle, ab plane: 47.09 deg
Silicon-matched angle, bc plane: 50.31 deg
direction [110]: 57.60 deg from b, 17.60 ppm/K
direction [230]: 46.41 deg from b, 1.59 ppm/K
direction [011]: 59.49 deg from b, 14.15 ppm/K
normal of plane (110): 32.40 deg from b, -18.60 ppm/K
Finite-rise shift, line length, ab plane: -0.259 deg
Finite-rise shift, plane spacing, ab plane: 0.776 deg
Angle shift for 10% larger |alpha_b|, ab plane: 1.36 deg
Angle shift for 10% larger |alpha_b|, bc plane: 1.35 deg
Free mismatch strain to silicon along a: 1.67 %
Free mismatch strain to silicon along b: -1.94 %
Free mismatch strain to silicon along c: 1.33 %
Free expansion needed for zero clamped thickness change: -20.85 ppm/K
Clamped zero-thickness-change angle, ab plane: 30.70 deg
Clamped zero-thickness-change angle, bc plane: 32.43 deg
checks complete
```
